# Closed-shell MP2 in spatial orbitals: spin components and pair energies: a program that tests the result

```python
"""Closed-shell MP2 energy after integration over spin.

Result under test (real canonical RHF orbitals, i,j occupied, a,b virtual):
  K = (ia|jb), Kx = (ib|ja), D = e_i + e_j - e_a - e_b
  E2   = sum K (2K - Kx) / D
  E_OS = sum K^2 / D            E_SS = sum K (K - Kx) / D
  E_S  = 1/4 sum (K + Kx)^2 / D E_T  = 3/4 sum (K - Kx)^2 / D
OS/SS: opposite/same spin; S/T: singlet/triplet spin of the electron pair.
Independent roads: derivative of full-CI eigenvalues with respect to the
perturbation strength, and explicit spin-orbital sums.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo
from pyscf.fci import direct_spin1

R_OH = 0.96      # angstrom
ANGLE = 104.5    # degrees


def run_rhf(basis):
    mol = gto.M(atom=f"O; H 1 {R_OH}; H 1 {R_OH} 2 {ANGLE}",
                basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-8
    mf.kernel()
    assert mf.converged
    return mol, mf


def integrals_and_denominators(mol, mf):
    nocc = mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
    nvir = vir.shape[1]
    ovov = ao2mo.kernel(mol, [occ, vir, occ, vir], compact=False)
    K = ovov.reshape(nocc, nvir, nocc, nvir).transpose(0, 2, 1, 3)
    eo, ev = mf.mo_energy[:nocc], mf.mo_energy[nocc:]
    D = (eo[:, None, None, None] + eo[None, :, None, None]
         - ev[None, None, :, None] - ev[None, None, None, :])
    return K, K.transpose(0, 1, 3, 2), D


def fold(matrix):
    """Turn an unrestricted i,j table into pair energies for i <= j."""
    return matrix + matrix.T - np.diag(np.diag(matrix))


# ---- Test A: E2 from its definition as a perturbation coefficient ----------
mol_s, mf_s = run_rhf("sto-3g")
C = mf_s.mo_coeff
norb = C.shape[1]
nelec = (mol_s.nelectron // 2, mol_s.nelectron // 2)
h_core = C.T @ mf_s.get_hcore() @ C
eri = ao2mo.restore(1, ao2mo.kernel(mol_s, C), norb)


def determinant_matrix(one_body, two_body):
    """Dense operator matrix in the space of all determinants with M = 0."""
    absorbed = direct_spin1.absorb_h1e(one_body, two_body, norb, nelec, 0.5)
    n_a = direct_spin1.cistring.num_strings(norb, nelec[0])
    n_b = direct_spin1.cistring.num_strings(norb, nelec[1])
    columns = []
    for k in range(n_a * n_b):
        unit = np.zeros(n_a * n_b)
        unit[k] = 1.0
        image = direct_spin1.contract_2e(absorbed, unit.reshape(n_a, n_b),
                                         norb, nelec)
        columns.append(np.asarray(image).ravel())
    return np.array(columns).T


H_full = determinant_matrix(h_core, eri)
F_full = determinant_matrix(np.diag(mf_s.mo_energy), np.zeros_like(eri))
step = 0.02
E = {m: np.linalg.eigvalsh(F_full + m * step * (H_full - F_full))[0]
     for m in (-2, -1, 0, 1, 2)}
first = (E[-2] - 8 * E[-1] + 8 * E[1] - E[2]) / (12 * step)
second = (-E[-2] + 16 * E[-1] - 30 * E[0] + 16 * E[1] - E[2]) / (12 * step**2)
E2_from_ci = second / 2
K_s, Kx_s, D_s = integrals_and_denominators(mol_s, mf_s)
E2_small = np.sum(K_s * (2 * K_s - Kx_s) / D_s)
# tolerances cover the finite-difference and rounding errors
assert abs(E[0] + first - (mf_s.e_tot - mol_s.energy_nuc())) < 1e-6
assert abs(E2_from_ci - E2_small) < 1e-7

# ---- Spatial-orbital formulas in the larger basis --------------------------
mol, mf = run_rhf("cc-pvdz")
K, Kx, D = integrals_and_denominators(mol, mf)
nocc, nvir = K.shape[0], K.shape[2]
assert D.max() < 0
E2 = np.sum(K * (2 * K - Kx) / D)
E_OS = np.sum(K**2 / D)
E_SS = np.sum(K * (K - Kx) / D)
exchange_sum = np.sum(K * Kx / D)
pair_S = np.zeros((nocc, nocc))
pair_T = np.zeros((nocc, nocc))
for i in range(nocc):
    pair_S[i, i] = np.sum(K[i, i]**2 / D[i, i])
    for j in range(i + 1, nocc):
        pair_S[i, j] = 0.5 * np.sum((K[i, j] + Kx[i, j])**2 / D[i, j])
        pair_T[i, j] = 1.5 * np.sum((K[i, j] - Kx[i, j])**2 / D[i, j])
E_S, E_T = pair_S.sum(), pair_T.sum()

# ---- Test B: explicit spin-orbital sum, resolved by spin products ----------
# axes: i, spin, j, spin, a, spin, b, spin; spin overlaps form a unit matrix
spin_overlap = np.eye(2)
direct = np.einsum("ijab,su,tv->isjtaubv", K, spin_overlap, spin_overlap)
antisym = direct - direct.transpose(0, 1, 2, 3, 6, 7, 4, 5)
by_spin = 0.25 * np.einsum("isjtaubv,ijab->st", antisym**2, 1 / D)
assert abs(by_spin.sum() - E2) < 1e-10
assert abs(by_spin[0, 1] + by_spin[1, 0] - E_OS) < 1e-10
assert abs(by_spin[0, 0] + by_spin[1, 1] - E_SS) < 1e-10

# ---- Test C: resolution by eigenfunctions of the pair's total spin ---------
r = np.sqrt(0.5)
pair_spin = np.array([[[0, r], [-r, 0]],      # singlet
                      [[1, 0], [0, 0]],       # triplet, M = +1
                      [[0, r], [r, 0]],       # triplet, M = 0
                      [[0, 0], [0, 1]]])      # triplet, M = -1
sigma = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
S_squared = sum(((np.kron(s, np.eye(2)) + np.kron(np.eye(2), s)) / 2)
                @ ((np.kron(s, np.eye(2)) + np.kron(np.eye(2), s)) / 2)
                for s in sigma)
for function, eigenvalue in zip(pair_spin, (0, 2, 2, 2)):
    vector = function.ravel()
    assert np.allclose(S_squared @ vector, eigenvalue * vector)
half = np.einsum("mst,isjtaubv->mijaubv", pair_spin, antisym)
coupling = np.einsum("mijaubv,nuv->mnijab", half, pair_spin)
for m in range(4):
    for n in range(4):
        if m != n:
            assert np.abs(coupling[m, n]).max() < 1e-12
assert np.allclose(coupling[0, 0], K + Kx, atol=1e-12)
for m in (1, 2, 3):
    assert np.allclose(coupling[m, m], K - Kx, atol=1e-12)
spin_pairs = [fold(0.25 * np.sum(coupling[m, m]**2 / D, axis=(2, 3)))
              for m in range(4)]
upper = np.triu_indices(nocc)
assert np.allclose(spin_pairs[0][upper], pair_S[upper], atol=1e-11)
assert np.allclose(sum(spin_pairs[1:])[upper], pair_T[upper], atol=1e-11)
component = [table[upper].sum() for table in spin_pairs]
assert abs(component[0] + component[2] - E_OS) < 1e-10
assert abs(component[1] + component[3] - E_SS) < 1e-10
assert abs(E_T - 1.5 * E_SS) < 1e-10
assert abs(E_S - (E_OS - 0.5 * E_SS)) < 1e-10
assert abs(E_OS - E_SS - exchange_sum) < 1e-10
assert abs(E_SS) <= 2 * abs(E_OS)

# ---- One set of four orbitals, i < j and a < b, followed in detail ---------
weight = np.abs(K * Kx / D)
allowed = (np.triu(np.ones((nocc, nocc)), 1)[:, :, None, None]
           * np.triu(np.ones((nvir, nvir)), 1)[None, None])
i, j, a, b = np.unravel_index(np.argmax(weight * allowed), K.shape)
phase = np.sign(K[i, j, a, b])     # orbital sign chosen to make K positive
k, kx, d = phase * K[i, j, a, b], phase * Kx[i, j, a, b], D[i, j, a, b]
set_SS = 2 * (k - kx)**2 / d
set_OS = 2 * (k**2 + kx**2) / d
set_S, set_T = (k + kx)**2 / d, 3 * (k - kx)**2 / d
# each distinct doubly excited determinant of these orbitals, once
determinants = antisym[i, :, j, :, a, :, b, :]**2 / d
same = determinants[0, 0].sum() + determinants[1, 1].sum()
opposite = determinants[0, 1].sum() + determinants[1, 0].sum()
assert abs(same - set_SS) < 1e-12 and abs(opposite - set_OS) < 1e-12
assert abs(same + opposite - set_S - set_T) < 1e-12
n_determinants = int(np.count_nonzero(
    np.einsum("su,tv->stuv", np.eye(2), np.eye(2))
    + np.einsum("sv,tu->stuv", np.eye(2), np.eye(2))))

# ---- Output ----------------------------------------------------------------
hartree_eV = physical_constants["Hartree energy in eV"][0]
print(f"O-H distance {R_OH} angstrom, H-O-H angle {ANGLE} degrees")
print(f"STO-3G: determinants in full CI {len(H_full)}")
print(f"STO-3G: E2 from full-CI derivative {E2_from_ci:.7f} hartree")
print(f"STO-3G: E2 from spatial formula    {E2_small:.7f} hartree")
print(f"cc-pVDZ: {nocc} occupied, {nvir} virtual orbitals")
print(f"RHF energy {mf.e_tot:.6f} hartree")
for n in range(nocc):
    print(f"occupied orbital {n+1}: energy {mf.mo_energy[n]:.5f} hartree")
print(f"Chosen set: i={i+1} j={j+1} a={nocc+a+1} b={nocc+b+1}")
print(f"  energies of a, b: {mf.mo_energy[nocc+a]:.5f}, "
      f"{mf.mo_energy[nocc+b]:.5f} hartree")
print(f"  K  = (ia|jb) = {k:.6f} hartree")
print(f"  K' = (ib|ja) = {kx:.6f} hartree")
print(f"  D = {d:.6f} hartree")
print(f"  spin-allowed determinants: {n_determinants}")
print(f"  same-spin     {set_SS:.7f} hartree")
print(f"  opposite-spin {set_OS:.7f} hartree")
print(f"  singlet       {set_S:.7f} hartree")
print(f"  triplet       {set_T:.7f} hartree")
print(f"  sum           {set_S + set_T:.7f} hartree")
print("Pair energies in hartree: i j singlet triplet total")
for p in range(nocc):
    for q in range(p, nocc):
        print(f"  {p+1} {q+1} {pair_S[p, q]:10.6f} {pair_T[p, q]:10.6f} "
              f"{pair_S[p, q] + pair_T[p, q]:10.6f}")
print(f"E_OS {E_OS:.6f} hartree")
print(f"E_SS {E_SS:.6f} hartree")
print(f"sum of K K'/D = E_OS - E_SS: {exchange_sum:.6f} hartree")
print(f"E_S (singlet pairs) {E_S:.6f} hartree")
print(f"E_T (triplet pairs) {E_T:.6f} hartree")
print("triplet components M=+1,0,-1: "
      + ", ".join(f"{x:.6f}" for x in component[1:]) + " hartree")
print(f"ratio E_SS/E_OS {E_SS/E_OS:.4f}, ratio E_T/E_S {E_T/E_S:.4f}")
print(f"E2 {E2:.6f} hartree = {E2*hartree_eV:.4f} eV")
print(f"RHF + E2 {mf.e_tot + E2:.6f} hartree")
print("all tests passed")
```

It prints:

```
O-H distance 0.96 angstrom, H-O-H angle 104.5 degrees
STO-3G: determinants in full CI 441
STO-3G: E2 from full-CI derivative -0.0357255 hartree
STO-3G: E2 from spatial formula    -0.0357255 hartree
cc-pVDZ: 5 occupied, 19 virtual orbitals
RHF energy -76.026654 hartree
occupied orbital 1: energy -20.55092 hartree
occupied orbital 2: energy -1.33530 hartree
occupied orbital 3: energy -0.69780 hartree
occupied orbital 4: energy -0.56609 hartree
occupied orbital 5: energy -0.49295 hartree
Chosen set: i=3 j=4 a=8 b=9
  energies of a, b: 0.78730, 0.85180 hartree
  K  = (ia|jb) = 0.038046 hartree
  K' = (ib|ja) = 0.049054 hartree
  D = -2.902988 hartree
  spin-allowed determinants: 6
  same-spin     -0.0000835 hartree
  opposite-spin -0.0026551 hartree
  singlet       -0.0026133 hartree
  triplet       -0.0001252 hartree
  sum           -0.0027385 hartree
Pair energies in hartree: i j singlet triplet total
  1 1  -0.000428   0.000000  -0.000428
  1 2  -0.000248  -0.000035  -0.000283
  1 3  -0.000116  -0.000353  -0.000468
  1 4  -0.000169  -0.000393  -0.000561
  1 5  -0.000159  -0.000433  -0.000592
  2 2  -0.008985   0.000000  -0.008985
  2 3  -0.012253  -0.005993  -0.018246
  2 4  -0.009408  -0.005606  -0.015015
  2 5  -0.009056  -0.005876  -0.014932
  3 3  -0.019745   0.000000  -0.019745
  3 4  -0.012935  -0.018919  -0.031854
  3 5  -0.009000  -0.019884  -0.028884
  4 4  -0.017439   0.000000  -0.017439
  4 5  -0.009981  -0.019834  -0.029815
  5 5  -0.016907   0.000000  -0.016907
E_OS -0.152604 hartree
E_SS -0.051551 hartree
sum of K K'/D = E_OS - E_SS: -0.101053 hartree
E_S (singlet pairs) -0.126828 hartree
E_T (triplet pairs) -0.077326 hartree
triplet components M=+1,0,-1: -0.025775, -0.025775, -0.025775 hartree
ratio E_SS/E_OS 0.3378, ratio E_T/E_S 0.6097
E2 -0.204155 hartree = -5.5553 eV
RHF + E2 -76.230808 hartree
all tests passed
```
